# Lindhard's power-law recoil cross section and nuclear stopping: test program

```python
"""
Result under test: for V(r) = A r^(-s), s = 1/m, 0 < m < 1, Lindhard's
approximate recoil cross section is
    dsigma = C E^(-m) T^(-1-m) dT,   0 < T < Tm = gamma E,
    C = pi m (M1/M2)^m (A g/2)^(2m),
    g = 2 sqrt(pi) Gamma((s+1)/2) / Gamma(s/2),
and the nuclear stopping cross section is
    S = C gamma^(1-m) E^(1-2m) / (1-m).
E: lab energy of projectile M1; T: recoil energy of target M2, at rest before;
gamma = 4 M1 M2/(M1+M2)^2; Ec = E M2/(M1+M2): centre-of-mass energy;
p: impact parameter; r0: distance of closest approach; theta: CM angle.
The reference is exact classical scattering, computed from the orbit integral.
Units of the worked example: eV, nm, atomic mass units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma as Gamma


def gauss(n, lo, hi):
    x, w = np.polynomial.legendre.leggauss(n)
    return lo + (hi - lo) * (x + 1) / 2, w * (hi - lo) / 2


PHI, W_PHI = gauss(100, 0.0, np.pi / 2)
SIN, COS2 = np.sin(PHI), np.cos(PHI) ** 2


def power_potential(A, s):
    """Returns r -> (V, local exponent -dlnV/dlnr)."""
    return lambda r: (A * r ** (-s), s)


def scatter(pot, Ec, r0):
    """Impact parameter squared and CM angle for closest approach r0.
    Orbit integral with r = r0/sin(phi)."""
    r0 = np.atleast_1d(np.asarray(r0, float))
    q = pot(r0)[0] / Ec
    b2 = np.maximum(1 - q, 0.0)
    v = pot(r0[:, None] / SIN)[0] / Ec
    inner = 1 + (q[:, None] * SIN ** 2 - v) / COS2
    theta = 2 * np.sum(W_PHI * (1 - np.sqrt(b2)[:, None] / np.sqrt(inner)),
                       axis=1)
    return r0 ** 2 * b2, theta


def closest_approach(pot, Ec, p=0.0):
    def f(x):
        r = np.exp(x)
        return np.log(pot(r)[0] / Ec + p ** 2 / r ** 2)
    return np.exp(brentq(f, -12.0, 3.0, xtol=1e-14))


def exact_stopping(pot, Ec, Tm, tmax, p_low=0.0):
    """Integral of T over pi d(p^2), from p_low outward."""
    t, w = gauss(160, 0.0, tmax)
    r = closest_approach(pot, Ec, p_low) * np.exp(t)
    V, n = pot(r)
    V = V / Ec
    theta = scatter(pot, Ec, r)[1]
    dp2_dt = r ** 2 * (2 * (1 - V) + n * V)
    return np.pi * Tm * np.sum(w * np.sin(theta / 2) ** 2 * dp2_dt)


def power_tmax(s):
    return 20 / (2 * s - 2)


def g_factor(s):
    return 2 * np.sqrt(np.pi) * Gamma((s + 1) / 2) / Gamma(s / 2)


def lindhard_C(A, m, M1, M2):
    return np.pi * m * (M1 / M2) ** m * (A * g_factor(1 / m) / 2) ** (2 * m)


def mass_factor(M1, M2):
    return 4 * M1 * M2 / (M1 + M2) ** 2


def lindhard_S(A, m, M1, M2, E):
    return (lindhard_C(A, m, M1, M2) * mass_factor(M1, M2) ** (1 - m)
            * E ** (1 - 2 * m) / (1 - m))


# ---- Test: transverse impulse along a straight path, by quadrature
for s in (1.0, 1.5, 2.0, 4.0):
    p = 1.3
    force = lambda x: s * p * (p * p + x * x) ** (-s / 2 - 1)
    impulse = 2 * quad(force, 0, np.inf)[0]
    assert abs(impulse / (g_factor(s) * p ** (-s)) - 1) < 1e-6

# ---- Test: orbit integral against the closed form known for s = 2
p2, th = scatter(power_potential(1.0, 2.0), 1.0, np.array([1.05, 1.5, 4.0]))
assert np.allclose(th, np.pi * (1 - np.sqrt(p2 / (p2 + 1))), atol=1e-8)

# ---- Test: recoil energy from Newton's equations for both bodies
m1, m2 = 1.0, 3.0
E_t = 0.5
Ec_t = E_t * m2 / (m1 + m2)
Tm_t = mass_factor(m1, m2) * E_t
pot4 = power_potential(Ec_t, 4.0)


def newton(t, y):
    d = y[0:2] - y[2:4]
    F = 4 * Ec_t * d / np.dot(d, d) ** 3
    return np.concatenate([y[4:8], F / m1, -F / m2])


p_t = 0.7
sol = solve_ivp(newton, (0, 100), [-50, p_t, 0, 0, 1, 0, 0, 0],
                method="DOP853", rtol=1e-10, atol=1e-12)
T_newton = 0.5 * m2 * np.sum(sol.y[6:8, -1] ** 2)
th_t = scatter(pot4, Ec_t, closest_approach(pot4, Ec_t, p_t))[1][0]
assert abs(T_newton / (Tm_t * np.sin(th_t / 2) ** 2) - 1) < 1e-4


# ---- Test: recoil cross section, exact scattering over Lindhard's law
def recoil_ratio(m, x):
    """Exact dsigma/dT divided by Lindhard's, at T = x Tm."""
    pot = power_potential(Ec_t, 1 / m)
    lr = np.log(closest_approach(pot, Ec_t))
    f = lambda z: np.log(
        np.sin(scatter(pot, Ec_t, np.exp(z))[1][0] / 2) ** 2 / x)
    r = np.exp(brentq(f, lr, lr + 12, xtol=1e-13))
    p2, th = scatter(pot, Ec_t, r * np.array([1 - 1e-4, 1 + 1e-4]))
    T = Tm_t * np.sin(th / 2) ** 2
    exact = np.pi * abs((p2[1] - p2[0]) / (T[1] - T[0]))
    law = lindhard_C(Ec_t, m, m1, m2) * E_t ** (-m) * (x * Tm_t) ** (-1 - m)
    return exact / law


dev = [abs(recoil_ratio(0.25, x) - 1) for x in (1e-6, 1e-4, 1e-2)]
assert dev[0] < 1e-2 and dev[0] < dev[1] < dev[2]
assert abs(recoil_ratio(0.5, 1e-2) - 1) < 0.1 * dev[2]
for x in (1e-3, 0.1, 0.5, 0.9):          # Coulomb case: law holds at all T
    assert abs(recoil_ratio(1.0, x) - 1) < 1e-4

# ---- Test: m = 1 stopping diverges logarithmically (equal increments)
coul = power_potential(1.0, 1.0)
growth = [exact_stopping(coul, 1.0, 1.0, t) for t in (6, 8, 10)]
assert abs((growth[2] - growth[1]) / (growth[1] - growth[0]) - 1) < 1e-2
assert growth[2] - growth[1] > 1.0

# ---- Test: exponent of exact classical stopping; ratio to Lindhard's value
ratio_table, exponent_table = {}, {}
for m in (0.05, 0.25, 1 / 3, 0.5, 2 / 3):
    pot, S = power_potential(0.8, 1 / m), []
    for E in (1.0, 10.0):
        S.append(exact_stopping(pot, E * m2 / (m1 + m2),
                                mass_factor(m1, m2) * E, power_tmax(1 / m)))
    exponent_table[m] = np.log10(S[1] / S[0])
    assert abs(exponent_table[m] - (1 - 2 * m)) < 1e-4
    ratio_table[m] = S[0] / lindhard_S(0.8, m, m1, m2, 1.0)
assert abs(ratio_table[0.5] - 1) < 0.05
assert ratio_table[0.05] > 3             # fails towards hard spheres

# ================= Worked example: Cu ions on Ta =================
Z1, M1, Z2, M2 = 29, 63.546, 73, 180.948
m, s, E0 = 0.25, 4.0, 500.0
density = 16.7                            # g/cm3, rough
T_bind = 8.0                              # eV, rough
e2 = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9          # eV nm
a0 = sc.physical_constants["Bohr radius"][0] * 1e9    # nm
u_eV = sc.atomic_mass * sc.c ** 2 / sc.e
a_zbl = 0.8854 * a0 / (Z1 ** 0.23 + Z2 ** 0.23)
c_z = np.array([0.18175, 0.50986, 0.28022, 0.02817])
d_z = np.array([3.1998, 0.94229, 0.4029, 0.20162])
assert abs(c_z.sum() - 1) < 1e-4


def zbl(r):
    x = np.asarray(r, float) / a_zbl
    terms = [c * np.exp(-d * x) for c, d in zip(c_z, d_z)]
    phi = sum(terms)
    slope = sum(d * t for d, t in zip(d_z, terms))
    with np.errstate(invalid="ignore", divide="ignore"):
        n = 1 + x * slope / phi
    return Z1 * Z2 * e2 * phi / (a_zbl * x), n


gam = mass_factor(M1, M2)
cm = M2 / (M1 + M2)
Ec0, Tm0 = E0 * cm, gam * E0
r_turn = closest_approach(zbl, Ec0)
A = Ec0 * r_turn ** s
pot = power_potential(A, s)
N = density / (M2 * sc.atomic_mass * 1e3) * 1e-21     # atoms per nm3


def zbl_stopping(E):
    return exact_stopping(zbl, E * cm, gam * E, 3.5)


# ---- Test: ZBL potential code against the published fit to its stopping
eps = 0.1
E_fit = eps * Z1 * Z2 * e2 / (a_zbl * cm)
s_fit = np.log(1 + 1.1383 * eps) / (
    2 * (eps + 0.01321 * eps ** 0.21226 + 0.19593 * eps ** 0.5))
S_fit = s_fit * np.pi * a_zbl ** 2 * gam * E_fit / eps
assert abs(zbl_stopping(E_fit) / S_fit - 1) < 0.10    # fit good to some %

# ---- Test: stopping integral over p with a lower recoil limit
S0 = lindhard_S(A, m, M1, M2, E0)
low_T_share = (T_bind / Tm0) ** (1 - m)
v2 = 2 * E0 / M1
T_of_p = lambda p: (A * g_factor(s) * p ** (-s)) ** 2 / (2 * M2 * v2)
p_of_T = lambda T: brentq(lambda p: np.log(T_of_p(p) / T), 1e-3, 10.0)
part = quad(lambda p: 2 * np.pi * p * T_of_p(p), p_of_T(Tm0),
            p_of_T(T_bind))[0]
assert abs(part / (S0 * (1 - low_T_share)) - 1) < 1e-6

# ---- Test: path length by integration of the slowing down
path = E0 / (2 * m * N * S0)
path_num = quad(lambda E: 1 / (N * lindhard_S(A, m, M1, M2, E)), 0, E0)[0]
assert abs(path_num / path - 1) < 1e-6

energies = (125.0, 250.0, 500.0, 1000.0)
S_lin = [lindhard_S(A, m, M1, M2, E) for E in energies]
S_pow = [exact_stopping(pot, E * cm, gam * E, power_tmax(s))
         for E in energies]
S_zbl = [zbl_stopping(E) for E in energies]
zbl_exponent = np.log(S_zbl[3] / S_zbl[1]) / np.log(4)
assert abs(zbl_exponent - (1 - 2 * m)) < 0.15

# ---- Sizes of neglected effects at E0
v_over_v0 = np.sqrt(2 * E0 / (M1 * u_eV)) / sc.alpha
S_el = (8 * np.pi * e2 * a0 * Z1 ** (7 / 6) * Z2
        / (Z1 ** (2 / 3) + Z2 ** (2 / 3)) ** 1.5 * v_over_v0)
p_atom = N ** (-1 / 3) / np.sqrt(np.pi)
far = [exact_stopping(pot, E * cm, gam * E, power_tmax(s), p_atom) / S
       for E, S in zip(energies, S_pow)]
hbar_c = sc.hbar * sc.c / sc.e * 1e9
wave = hbar_c / np.sqrt(2 * M1 * cm * u_eV * Ec0)

print("GENERAL: exact classical scattering / Lindhard")
for k in ratio_table:
    print(f"m={k:.4f}: exact exponent of S {exponent_table[k]:+.4f}, "
          f"S ratio {ratio_table[k]:.3f}")
for x in (1e-6, 1e-4, 1e-2, 0.1, 0.5, 0.9):
    print(f"T/Tm={x:g}: dsigma ratio m=1/4 {recoil_ratio(0.25, x):.4f}, "
          f"m=1/2 {recoil_ratio(0.5, x):.4f}")
print("EXAMPLE: Cu ion on Ta, m = 1/4")
print(f"masses M1, M2: {M1}, {M2} u; charges {Z1}, {Z2}")
print(f"reference energy E: {E0:.0f} eV")
print(f"mass factor gamma: {gam:.4f}")
print(f"CM energy Ec: {Ec0:.1f} eV")
print(f"largest recoil energy Tm: {Tm0:.1f} eV")
print(f"ZBL screening length: {a_zbl:.5f} nm")
print(f"head-on turning distance: {r_turn:.4f} nm")
for E in energies:
    n_loc = float(zbl(closest_approach(zbl, E * cm))[1])
    print(f"ZBL local exponent s at turning point, {E:.0f} eV: {n_loc:.2f}")
print(f"A: {A:.5f} eV nm^4")
print(f"g for s=4: {g_factor(s):.4f}")
print(f"C: {lindhard_C(A, m, M1, M2):.5f} eV^(1/2) nm^2")
for i, E in enumerate(energies):
    print(f"S at {E:.0f} eV (eV nm^2): Lindhard {S_lin[i]:.3f}, "
          f"exact power {S_pow[i]:.3f}, ZBL {S_zbl[i]:.3f}")
print(f"ZBL stopping exponent, 250-1000 eV: {zbl_exponent:.3f}")
print(f"Ta density (rough): {density} g/cm3")
print(f"Ta atomic density N: {N:.2f} nm^-3")
print(f"Lindhard energy loss N S at 500 eV: {N * S0:.1f} eV/nm")
print(f"Lindhard path length from 500 eV: {path:.2f} nm")
print("NEGLECTED EFFECTS at 500 eV unless stated")
print(f"electronic stopping (Lindhard-Scharff): {S_el:.3f} eV nm^2")
print(f"electronic / ZBL nuclear stopping: {S_el / S_zbl[2]:.3f}")
print(f"radius of area per atom: {p_atom:.4f} nm")
print(f"share of exact power S beyond it, 125 eV: {far[0]:.3f}")
print(f"share of exact power S beyond it, 500 eV: {far[2]:.3f}")
print(f"binding energy (rough): {T_bind:.0f} eV")
print(f"share of Lindhard S from T below binding: {low_T_share:.3f}")
print(f"atomic layer spacing N^(-1/3): {N ** (-1 / 3):.4f} nm")
print(f"Lindhard mean loss per layer: {S0 * N ** (2 / 3):.1f} eV")
print(f"ZBL mean loss per layer: {S_zbl[2] * N ** (2 / 3):.1f} eV")
print(f"reduced de Broglie wavelength: {wave:.2e} nm")
print("done: every assertion held")
```

It prints:

```
GENERAL: exact classical scattering / Lindhard
m=0.0500: exact exponent of S +0.9000, S ratio 8.790
m=0.2500: exact exponent of S +0.5000, S ratio 1.649
m=0.3333: exact exponent of S +0.3333, S ratio 1.295
m=0.5000: exact exponent of S +0.0000, S ratio 1.012
m=0.6667: exact exponent of S -0.3333, S ratio 0.945
T/Tm=1e-06: dsigma ratio m=1/4 1.0009, m=1/2 1.0000
T/Tm=0.0001: dsigma ratio m=1/4 1.0093, m=1/2 1.0000
T/Tm=0.01: dsigma ratio m=1/4 1.0950, m=1/2 1.0006
T/Tm=0.1: dsigma ratio m=1/4 1.3150, m=1/2 1.0050
T/Tm=0.5: dsigma ratio m=1/4 1.7640, m=1/2 1.0189
T/Tm=0.9: dsigma ratio m=1/4 2.0748, m=1/2 1.0297
EXAMPLE: Cu ion on Ta, m = 1/4
masses M1, M2: 63.546, 180.948 u; charges 29, 73
reference energy E: 500 eV
mass factor gamma: 0.7694
CM energy Ec: 370.0 eV
largest recoil energy Tm: 384.7 eV
ZBL screening length: 0.00966 nm
head-on turning distance: 0.0900 nm
ZBL local exponent s at turning point, 125 eV: 4.70
ZBL local exponent s at turning point, 250 eV: 4.39
ZBL local exponent s at turning point, 500 eV: 4.05
ZBL local exponent s at turning point, 1000 eV: 3.72
A: 0.02430 eV nm^4
g for s=4: 4.7124
C: 0.14468 eV^(1/2) nm^2
S at 125 eV (eV nm^2): Lindhard 1.772, exact power 2.922, ZBL 2.667
S at 250 eV (eV nm^2): Lindhard 2.506, exact power 4.133, ZBL 3.977
S at 500 eV (eV nm^2): Lindhard 3.544, exact power 5.845, ZBL 5.814
S at 1000 eV (eV nm^2): Lindhard 5.012, exact power 8.266, ZBL 8.293
ZBL stopping exponent, 250-1000 eV: 0.530
Ta density (rough): 16.7 g/cm3
Ta atomic density N: 55.58 nm^-3
Lindhard energy loss N S at 500 eV: 197.0 eV/nm
Lindhard path length from 500 eV: 5.08 nm
NEGLECTED EFFECTS at 500 eV unless stated
electronic stopping (Lindhard-Scharff): 0.907 eV nm^2
electronic / ZBL nuclear stopping: 0.156
radius of area per atom: 0.1478 nm
share of exact power S beyond it, 125 eV: 0.128
share of exact power S beyond it, 500 eV: 0.029
binding energy (rough): 8 eV
share of Lindhard S from T below binding: 0.055
atomic layer spacing N^(-1/3): 0.2620 nm
Lindhard mean loss per layer: 51.6 eV
ZBL mean loss per layer: 84.7 eV
reduced de Broglie wavelength: 3.47e-05 nm
done: every assertion held
```
